**Split-operator propagation and the Stueckelberg phase in Tully's dual avoided crossing**

The program tests the semiclassical upper-channel transmission $P_2=4p(1-p)\sin^2(\zeta+\varphi_S)$. Here $p=e^{-2\pi\delta}$ is the hopping probability at one crossing, $\varphi_S$ is the Stokes phase, and $\zeta+i\pi\delta$ is the integral of the adiabatic momentum difference from the centre to the complex crossing. The program asserts that the split-operator probabilities conserve flux and agree with direct integration of the coupled stationary equations at six momenta. It also asserts the hopping probability and Stokes phase of a linear crossing, the two-half identity on a classical path, and the path independence of the complex integral. The semiclassical curve must lie within 0.12 of the propagated one, and its extrema must match within 0.25 rad. The output shows a largest difference of 0.031 for incoming momenta from 18 to 60 atomic units. The root-mean-square error is 0.013 with the Stokes phase and 0.200 without it.

## Verification by program

```python
"""Stueckelberg oscillations in Tully's dual avoided crossing (atomic units).

Result under test: for entry in the lower channel with momentum k, the
probability of transmission into the upper channel is semiclassically
    P2 = 4 p (1-p) sin^2(zeta + phi_S),   p = exp(-2 pi delta),
    zeta + i pi delta = integral from 0 to x* of (k1 - k2) dx,
    phi_S = pi/4 + delta (ln delta - 1) + arg Gamma(1 - i delta).
k1, k2: local momenta on the lower and upper adiabatic surfaces;
x*: complex zero of the adiabatic gap; phi_S: Stokes phase.
The quantum side is split-operator propagation, itself checked against
direct integration of the coupled stationary Schroedinger equations.
"""
import math
import numpy as np
from scipy.fft import fft, ifft
from scipy.integrate import solve_ivp, quad
from scipy.special import loggamma
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
A, B, E0, C, D, MASS = 0.10, 0.28, 0.05, 0.015, 0.06, 2000.0


def v22(x):
    return E0 - A * np.exp(-B * x * x)


def v12(x):
    return C * np.exp(-D * x * x)


def gap(x):
    return np.sqrt(v22(x) ** 2 + 4 * v12(x) ** 2)


def stokes_phase(delta):
    return (np.pi / 4 + delta * (np.log(delta) - 1)
            + loggamma(1 - 1j * delta).imag)


# ---------- split-operator propagation, resolved in energy ----------
N_GRID, X_MIN, LENGTH, DT, X_START = 4096, -40.0, 120.0, 1.0, -12.0
dx = LENGTH / N_GRID
x_grid = X_MIN + dx * np.arange(N_GRID)
k_fft = 2 * np.pi * np.fft.fftfreq(N_GRID, dx)
mean_v, half_gap = v22(x_grid) / 2, gap(x_grid) / 2
phase_v = np.exp(-1j * mean_v * DT)
cos_v = np.cos(half_gap * DT)
sin_v = -1j * np.sin(half_gap * DT) / half_gap
u11 = phase_v * (cos_v - sin_v * mean_v)
u22 = phase_v * (cos_v + sin_v * mean_v)
u12 = phase_v * sin_v * v12(x_grid)
kin_full = np.exp(-1j * k_fft ** 2 / (2 * MASS) * DT)
kin_half = np.exp(-1j * k_fft ** 2 / (2 * MASS) * DT / 2)


def fourier_density(psi, momenta):
    waves = np.exp(-1j * np.outer(momenta, x_grid))
    return np.abs(waves @ psi * dx) ** 2


def upper_momentum(k):
    return np.sqrt(k * k - 2 * MASS * E0)


def packet_transmission(k_centre, k_width, momenta):
    """Lower and upper transmission at each incoming momentum."""
    start = np.exp(-(k_width * (x_grid - X_START)) ** 2
                   + 1j * k_centre * x_grid)
    psi = np.zeros((2, N_GRID), complex)
    psi[0] = start
    slow = momenta.min()
    duration = MASS * (12 / slow + 14 / upper_momentum(slow))
    steps = int(math.ceil(duration / DT))
    psi = ifft(kin_half * fft(psi, axis=1), axis=1)
    for _ in range(steps):
        new = np.empty_like(psi)
        new[0] = u11 * psi[0] + u12 * psi[1]
        new[1] = u12 * psi[0] + u22 * psi[1]
        psi = ifft(kin_full * fft(new, axis=1), axis=1)
    psi = ifft(np.conj(kin_half) * fft(psi, axis=1), axis=1)
    incoming = fourier_density(start, momenta)
    k_up = upper_momentum(momenta)
    lower = fourier_density(psi[0], momenta) / incoming
    upper = fourier_density(psi[1], k_up) / incoming * momenta / k_up
    return lower, upper, steps


k_grid = np.linspace(18.0, 60.0, 421)
t_lower, p_upper = np.zeros(421), np.zeros(421)
packets = [(21.0, 1.6, 0.0, 25.05), (30.0, 2.5, 25.05, 37.05),
           (48.0, 4.0, 37.05, 99.0)]
packet_steps = []
for centre, width, low, high in packets:
    chosen = (k_grid > low) & (k_grid < high)
    t_low, p_up, n_steps = packet_transmission(centre, width, k_grid[chosen])
    t_lower[chosen], p_upper[chosen] = t_low, p_up
    packet_steps.append(n_steps)
flux_error = np.max(np.abs(t_lower + p_upper - 1))
assert flux_error < 5e-3, flux_error


# ---------- independent stationary scattering calculation ----------
def stationary_upper(k):
    energy, edge = k * k / (2 * MASS), 12.0
    kk = np.array([k, float(upper_momentum(k))])

    def rhs(x, y):
        w = C * math.exp(-D * x * x)
        v = E0 - A * math.exp(-B * x * x)
        f = 2 * MASS
        out = np.empty(8, complex)
        out[:4] = y[4:]
        out[4:6] = f * (-energy * y[0:2] + w * y[2:4])
        out[6:8] = f * (w * y[0:2] + (v - energy) * y[2:4])
        return out

    outgoing = np.diag(np.exp(1j * kk * edge) / np.sqrt(kk))
    slope = np.diag(1j * kk) @ outgoing
    y0 = np.concatenate([outgoing.ravel(), slope.ravel()])
    sol = solve_ivp(rhs, (edge, -edge), y0, method="DOP853",
                    rtol=1e-8, atol=1e-10)
    assert sol.success
    psi = sol.y[:4, -1].reshape(2, 2)
    dpsi = sol.y[4:, -1].reshape(2, 2)
    incoming = (np.sqrt(kk)[:, None] / 2) * (psi + dpsi / (1j * kk[:, None]))
    incoming = np.exp(1j * kk * edge)[:, None] * incoming
    return abs(np.linalg.solve(incoming, np.array([1.0, 0.0]))[1]) ** 2


k_table = np.array([20.0, 25.0, 30.0, 40.0, 50.0, 60.0])
i_table = np.rint((k_table - 18) * 10).astype(int)
p_stationary = np.array([stationary_upper(k) for k in k_table])
split_error = np.max(np.abs(p_upper[i_table] - p_stationary))
assert split_error < 5e-3, split_error

# ---------- complex crossing and phase integral ----------
x_cross = math.sqrt(math.log(A / E0) / B)
slope_cross = 2 * A * B * x_cross * math.exp(-B * x_cross ** 2)
x_star = x_cross + 2j * v12(x_cross) / slope_cross
for _ in range(30):
    value = v22(x_star) - 2j * v12(x_star)
    deriv = (2 * A * B * x_star * np.exp(-B * x_star ** 2)
             + 4j * D * x_star * v12(x_star))
    x_star = x_star - value / deriv
assert abs(v22(x_star) ** 2 + 4 * v12(x_star) ** 2) < 1e-14

nodes, weights = np.polynomial.legendre.leggauss(80)
nodes, weights = (nodes + 1) / 2, weights / 2


def momentum_difference(x, k):
    energy = k[:, None] ** 2 / (2 * MASS)
    g, mean = gap(x), v22(x) / 2
    return (np.sqrt(2 * MASS * (energy - mean + g / 2) + 0j)
            - np.sqrt(2 * MASS * (energy - mean - g / 2) + 0j))


def real_leg(end, k):
    return momentum_difference(end * nodes, k) @ (weights * end)


def phase_integral(k):
    """Along the real axis, then vertically to the complex crossing."""
    angle = nodes * np.pi / 2
    path = x_star.real + 1j * x_star.imag * np.sin(angle)
    jac = 1j * x_star.imag * np.cos(angle) * np.pi / 2
    return (real_leg(x_star.real, k)
            + momentum_difference(path, k) @ (weights * jac))


action = phase_integral(k_grid)
straight = x_star * (1 - (1 - nodes) ** 2)
action_straight = momentum_difference(straight, k_grid) @ (
    weights * 2 * x_star * (1 - nodes))
path_error = np.max(np.abs(action - action_straight))
assert path_error < 1e-7, path_error

zeta, delta = action.real, action.imag / np.pi
zeta_real_end = real_leg(x_cross, k_grid).real
p_hop = np.exp(-2 * np.pi * delta)
phi_s = stokes_phase(delta)
total_phase = zeta + phi_s
p_semi = 4 * p_hop * (1 - p_hop) * np.sin(total_phase) ** 2
p_no_stokes = 4 * p_hop * (1 - p_hop) * np.sin(zeta) ** 2

# Linear-crossing estimate of delta from local speed, coupling and slope.
speed = np.sqrt(k_grid ** 2 / MASS ** 2)
delta_linear = v12(x_cross) ** 2 / (speed * slope_cross)
linear_error = np.max(np.abs(delta_linear / delta - 1))
assert linear_error < 0.15, linear_error


# ---------- time-dependent two-state checks ----------
def two_state(h12, h11, h22, t0, t1, start):
    def rhs(t, y):
        w = h12(t)
        return np.array([-1j * (h11(t) * y[0] + w * y[1]),
                         -1j * (w * y[0] + h22(t) * y[1])])
    sol = solve_ivp(rhs, (t0, t1), np.asarray(start, complex),
                    method="DOP853", rtol=1e-9, atol=1e-11)
    assert sol.success
    return sol.y[:, -1]


# One linear crossing with unit gap rate: hop probability and Stokes phase.
lz_phase_error, lz_prob_error = 0.0, 0.0
for d in (0.1, 0.35):
    coupling, t_end = math.sqrt(d), 30.0
    early = np.linalg.eigh([[-t_end / 2, coupling], [coupling, t_end / 2]])[1]
    late = np.linalg.eigh([[t_end / 2, coupling], [coupling, -t_end / 2]])[1]
    final = two_state(lambda t: coupling, lambda t: t / 2, lambda t: -t / 2,
                      -t_end, t_end, early[:, 0])
    amp = late.T @ final
    dynamic = quad(lambda t: math.sqrt(t * t + 4 * d), 0, t_end)[0]
    found = np.angle(amp[0]) - np.angle(amp[1]) - dynamic
    lz_phase_error = max(lz_phase_error, abs(math.sin(found - stokes_phase(d))))
    lz_prob_error = max(lz_prob_error,
                        abs(abs(amp[1]) ** 2 - math.exp(-2 * np.pi * d)))
assert lz_phase_error < 3e-3 and lz_prob_error < 3e-3

# Classical path through the model: whole passage from its first half.
v_path = 30.0 / MASS
t_far = 12.0 / v_path
model = (lambda t: C * math.exp(-D * (v_path * t) ** 2), lambda t: 0.0,
         lambda t: E0 - A * math.exp(-B * (v_path * t) ** 2))
half = two_state(*model, -t_far, 0.0, [1, 0])
whole = two_state(*model, -t_far, t_far, [1, 0])
p_halves = (4 * abs(half[0] * half[1]) ** 2
            * math.sin(np.angle(half[0]) - np.angle(half[1])) ** 2)
half_error = abs(p_halves - abs(whole[1]) ** 2)
assert half_error < 1e-5, half_error

# ---------- match of the oscillations ----------
curve_error = np.max(np.abs(p_semi - p_upper))
rms = math.sqrt(np.mean((p_semi - p_upper) ** 2))
rms_no_stokes = math.sqrt(np.mean((p_no_stokes - p_upper) ** 2))
assert curve_error < 0.12, curve_error
assert rms_no_stokes > 2 * rms, (rms, rms_no_stokes)


def extremum(curve, low, high, sign):
    """Vertex of a parabola fitted around the largest sign*curve."""
    idx = np.where((k_grid >= low) & (k_grid <= high))[0]
    i = idx[np.argmax(sign * curve[idx])]
    assert idx[0] < i < idx[-1]
    sl = slice(max(i - 5, 0), i + 6)
    c2, c1, c0 = np.polyfit(k_grid[sl] - k_grid[i], curve[sl], 2)
    shift = -c1 / (2 * c2)
    return k_grid[i] + shift, c0 + c1 * shift + c2 * shift ** 2


features = []
for name, low, high, sign, order in (("zero", 18, 25, -1, 2),
                                     ("maximum", 25.5, 36.5, 1, None),
                                     ("zero", 40, 60, -1, 1)):
    k_q, value_q = extremum(p_upper, low, high, sign)
    k_s, value_s = extremum(p_semi, low, high, sign)
    phase_q = np.interp(k_q, k_grid, total_phase)
    phase_s = np.interp(k_s, k_grid, total_phase)
    zeta_q = np.interp(k_q, k_grid, zeta)
    assert abs(phase_q - phase_s) < 0.25, (name, phase_q, phase_s)
    if order is not None:
        assert abs(value_q) < 0.01, value_q
        assert abs(phase_q - order * np.pi) < 0.25, phase_q
    features.append((name, k_q, k_s, value_q, value_s, phase_q, zeta_q))

# ---------- output ----------
print("All quantities in atomic units unless a unit is shown.")
print(f"A={A}, B={B}, E0={E0}, C={C}, D={D}, mass={MASS:.0f}")
print(f"grid: {N_GRID} points, x from {X_MIN} to {X_MIN + LENGTH}, dt={DT}")
for (centre, width, _, _), n_steps in zip(packets, packet_steps):
    print(f"packet: k centre {centre}, k std. dev. {width}, steps {n_steps}")
print(f"packet start x = {X_START}")
print(f"diabatic crossing x_c = {x_cross:.5f}")
print(f"coupling at x_c = {v12(x_cross):.6f}")
print(f"slope of diabatic gap at x_c = {slope_cross:.6f}")
print(f"adiabatic gap at x=0: {gap(0.0):.6f}, at x_c: {gap(x_cross):.6f}")
print(f"complex crossing x* = {x_star.real:.5f} + {x_star.imag:.5f} i")
print("k, E, zeta (rad), delta, p, phi_S (rad):")
for k, i in zip(k_table, i_table):
    print(f"  {k:.0f}  {k * k / (2 * MASS):.4f}  {zeta[i]:.4f}  "
          f"{delta[i]:.4f}  {p_hop[i]:.4f}  {phi_s[i]:.4f}")
print("k, P2 semiclassical, P2 split-operator, P2 stationary, T1 split:")
for k, i, p_st in zip(k_table, i_table, p_stationary):
    print(f"  {k:.0f}  {p_semi[i]:.4f}  {p_upper[i]:.4f}  {p_st:.4f}  "
          f"{t_lower[i]:.4f}")
i30 = i_table[2]
print(f"k=30: zeta with real endpoint x_c = {zeta_real_end[i30]:.4f} rad")
print(f"k=30: linear-crossing delta = {delta_linear[i30]:.4f}")
print(f"k=30: total phase = {total_phase[i30]:.4f} rad")
print(f"k=30: envelope 4p(1-p) = {4 * p_hop[i30] * (1 - p_hop[i30]):.4f}")
for name, k_q, k_s, value_q, value_s, phase_q, zeta_q in features:
    e_q = k_q ** 2 / (2 * MASS)
    print(f"P2 {name}: k quantum {k_q:.3f}, k semiclassical {k_s:.3f}")
    print(f"  E quantum {e_q:.4f} hartree = {e_q * HARTREE_EV:.3f} eV")
    print(f"  P2 quantum {value_q:.4f}, P2 semiclassical {value_s:.4f}")
    print(f"  at quantum k: (zeta+phi_S)/pi {phase_q / np.pi:.4f}, "
          f"zeta/pi {zeta_q / np.pi:.4f}")
print(f"largest |P2 semi - P2 split|, k 18 to 60: {curve_error:.4f}")
print(f"rms error with phi_S {rms:.4f}, without phi_S {rms_no_stokes:.4f}")
print(f"largest |T1 + P2 - 1|: {flux_error:.1e}")
print(f"largest |P2 split - P2 stationary|: {split_error:.1e}")
print(f"linear crossing: |sin(phase error)| {lz_phase_error:.1e}, "
      f"p error {lz_prob_error:.1e}")
print(f"two-half identity error {half_error:.1e}")
print(f"largest relative error of linear-crossing delta {linear_error:.3f}")
print("done: every assertion held")
```

It prints:

```
All quantities in atomic units unless a unit is shown.
A=0.1, B=0.28, E0=0.05, C=0.015, D=0.06, mass=2000
grid: 4096 points, x from -40.0 to 80.0, dt=1.0
packet: k centre 21.0, k std. dev. 1.6, steps 3848
packet: k centre 30.0, k std. dev. 2.5, steps 2307
packet: k centre 48.0, k std. dev. 4.0, steps 1464
packet start x = -12.0
diabatic crossing x_c = 1.57338
coupling at x_c = 0.012930
slope of diabatic gap at x_c = 0.044055
adiabatic gap at x=0: 0.058310, at x_c: 0.025859
complex crossing x* = 1.59038 + 0.56806 i
k, E, zeta (rad), delta, p, phi_S (rad):
  20  0.1000  6.4192  0.3721  0.0965  0.2409
  25  0.1562  5.2685  0.2972  0.1545  0.2891
  30  0.2250  4.4567  0.2475  0.2112  0.3293
  40  0.4000  3.3956  0.1854  0.3119  0.3920
  50  0.6250  2.7373  0.1483  0.3939  0.4384
  60  0.9000  2.2908  0.1235  0.4601  0.4741
k, P2 semiclassical, P2 split-operator, P2 stationary, T1 split:
  20  0.0473  0.0445  0.0446  0.9555
  25  0.2301  0.2391  0.2389  0.7609
  30  0.6628  0.6663  0.6663  0.3337
  40  0.3112  0.2917  0.2918  0.7083
  50  0.0011  0.0000  0.0000  1.0000
  60  0.1345  0.1653  0.1653  0.8347
k=30: zeta with real endpoint x_c = 4.4094 rad
k=30: linear-crossing delta = 0.2530
k=30: total phase = 4.7860 rad
k=30: envelope 4p(1-p) = 0.6664
P2 zero: k quantum 21.445, k semiclassical 21.500
  E quantum 0.1150 hartree = 3.128 eV
  P2 quantum 0.0000, P2 semiclassical 0.0000
  at quantum k: (zeta+phi_S)/pi 2.0042, zeta/pi 1.9228
P2 maximum: k quantum 31.542, k semiclassical 31.703
  E quantum 0.2487 hartree = 6.768 eV
  P2 quantum 0.6926, P2 semiclassical 0.6943
  at quantum k: (zeta+phi_S)/pi 1.4621, zeta/pi 1.3538
P2 zero: k quantum 50.021, k semiclassical 50.706
  E quantum 0.6255 hartree = 17.021 eV
  P2 quantum -0.0000, P2 semiclassical -0.0000
  at quantum k: (zeta+phi_S)/pi 1.0105, zeta/pi 0.8710
largest |P2 semi - P2 split|, k 18 to 60: 0.0308
rms error with phi_S 0.0132, without phi_S 0.2003
largest |T1 + P2 - 1|: 3.2e-06
largest |P2 split - P2 stationary|: 1.8e-04
linear crossing: |sin(phase error)| 1.6e-05, p error 2.2e-05
two-half identity error 7.2e-10
largest relative error of linear-crossing delta 0.024
done: every assertion held
```
